# Spin-Orbit Lowering of Tl and I Atoms in Scalar-Relativistic Atomisation Energies: a numerical check

```python
"""Atomic spin-orbit lowering for scalar-relativistic atomisation energies.

Result under test: the ground level lies below the (2J+1)-weighted mean of
the J levels by 2/3 of the splitting for p1 (Tl) and 1/3 for p5 (I), and a
scalar-relativistic energy equals that mean to first order in spin-orbit.
Symbols: zeta = spin-orbit constant in zeta*l.s; kappa = Dirac quantum number
(+1 for p1/2, -2 for p3/2); r = radius; g = r times large radial function;
V = central potential; c = speed of light. Atomic units unless eV is stated.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from pyscf.dft import libxc

c = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]
KJ_PER_EV = constants.e * constants.N_A / 1000.0

# ---------- many-electron p shell, built from determinants ----------
lz = np.diag([1.0, 0.0, -1.0])
lplus = np.sqrt(2.0) * np.diag([1.0, 1.0], 1)
sz = np.diag([0.5, -0.5])
splus = np.array([[0.0, 1.0], [0.0, 0.0]])
one_ls = (np.kron(lz, sz) + 0.5 * np.kron(lplus, splus.T)
          + 0.5 * np.kron(lplus.T, splus))


def creation_operators(modes):
    """Fermion creation matrices with the correct exchange signs."""
    parity, create = np.diag([1.0, -1.0]), np.array([[0.0, 0.0], [1.0, 0.0]])
    result = []
    for k in range(modes):
        matrix = np.eye(1)
        for m in range(modes):
            factor = parity if m < k else create if m == k else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


CREATE = creation_operators(6)
NUMBER = np.rint(np.diag(sum(a @ a.T for a in CREATE))).astype(int)


def many_body(one, electrons):
    full = sum(one[i, j] * CREATE[i] @ CREATE[j].T
               for i in range(6) for j in range(6))
    keep = np.where(NUMBER == electrons)[0]
    return full[np.ix_(keep, keep)]


def squared_momentum(z_one, plus_one, electrons):
    z = many_body(z_one, electrons)
    plus = many_body(plus_one, electrons)
    return z @ z + 0.5 * (plus @ plus.T + plus.T @ plus)


def levels_and_degeneracies(energies):
    values, counts = np.unique(np.round(energies, 9), return_counts=True)
    return values, counts


def weighted_lowering(values, counts):
    return np.sum(counts * (values - values[0])) / np.sum(counts)


shell = {}
for electrons, expected_fraction in ((1, 2 / 3), (5, 1 / 3)):
    energies = np.linalg.eigvalsh(many_body(one_ls, electrons))
    values, counts = levels_and_degeneracies(energies)
    assert len(values) == 2
    lowering = weighted_lowering(values, counts)
    # zero is the energy without spin-orbit coupling
    assert abs(lowering + values[0]) < 1e-8
    fraction = -values[0] / (values[1] - values[0])
    assert abs(fraction - expected_fraction) < 1e-8
    shell[electrons] = (values, counts, fraction)

# p2 model: 3P, 1D, 1S term energies expressed through L^2 and S^2
term_3P, term_1D, term_1S, zeta_model = 0.0, 1.0, 2.5, 0.5
coef_L = (term_1D - term_1S) / 6.0
coef_S = (term_3P - term_1S - 2.0 * coef_L) / 2.0
L2 = squared_momentum(np.kron(lz, np.eye(2)), np.kron(lplus, np.eye(2)), 2)
S2 = squared_momentum(np.kron(np.eye(3), sz), np.kron(np.eye(3), splus), 2)
H_terms = term_1S * np.eye(15) + coef_L * L2 + coef_S * S2
bare = np.linalg.eigvalsh(H_terms)
assert np.allclose(bare, [term_3P] * 9 + [term_1D] * 5 + [term_1S])
p2 = np.linalg.eigvalsh(H_terms + zeta_model * many_body(one_ls, 2))
p2_true = term_3P - p2[0]
p2_mean = np.mean(p2[:9])
p2_recipe = p2_mean - p2[0]
J0_block = np.array([[term_3P - zeta_model, np.sqrt(2) * zeta_model],
                     [np.sqrt(2) * zeta_model, term_1S]])
assert abs(p2[0] - np.linalg.eigvalsh(J0_block)[0]) < 1e-9
assert p2_true - p2_recipe > 0.01

# ---------- radial Dirac solver in a kinetically balanced basis ----------
STEP = 0.0125
r = np.exp(np.arange(np.log(1e-7), np.log(60.0), STEP))
weight = r * STEP


def overlap(left, right, function=1.0):
    return (left * (weight * function)) @ right.T


def radial_basis(l, ratio=2.2, count=28, smallest=0.015):
    exponents = smallest * ratio ** np.arange(count)
    a = exponents[:, None]
    g = r ** (l + 1) * np.exp(-a * r**2)
    g /= np.sqrt(np.sum(g**2 * weight, axis=1))[:, None]
    dg = ((l + 1) / r - 2 * a * r) * g
    small = -2 * a * r * g
    return {"l": l, "g": g, "dg": dg, "S": overlap(g, g),
            "T": 0.5 * overlap(small, small)}


def W_spin_free(b, V):
    radial, angular = b["dg"] - b["g"] / r, b["g"] / r
    return (overlap(radial, radial, V)
            + b["l"] * (b["l"] + 1) * overlap(angular, angular, V))


def W_dirac(b, V, kappa):
    small = b["dg"] + kappa * b["g"] / r
    return overlap(small, small, V)


def solve(b, V, W):
    """Electron states only; energies exclude the rest energy."""
    n, S, T = len(b["S"]), b["S"], b["T"]
    H = np.block([[overlap(b["g"], b["g"], V), T], [T, W / (4 * c**2) - T]])
    zero = np.zeros((n, n))
    M = np.block([[S, zero], [zero, T / (2 * c**2)]])
    scale = 1 / np.sqrt(np.diag(M))
    H, M = H * np.outer(scale, scale), M * np.outer(scale, scale)
    energy, vectors = eigh(0.5 * (H + H.T), 0.5 * (M + M.T))
    return energy[n:], (vectors * scale[:, None])[:, n:]


def hydrogenic(Z, n, kappa):
    gamma = np.sqrt(kappa**2 - (Z / c) ** 2)
    x = (Z / c) / (n - abs(kappa) + gamma)
    return c**2 * (1 / np.sqrt(1 + x**2) - 1)


BASIS = {l: radial_basis(l) for l in range(4)}
coulomb = -81.0 / r
numeric_2p = [solve(BASIS[1], coulomb, W_dirac(BASIS[1], coulomb, k))[0][0]
              for k in (1, -2)]
exact_2p = [hydrogenic(81, 2, k) for k in (1, -2)]
split_numeric = numeric_2p[1] - numeric_2p[0]
split_exact = exact_2p[1] - exact_2p[0]
# the finite Gaussian basis cannot follow the point-nucleus singularity
assert abs(split_numeric / split_exact - 1) < 5e-3


def scalar_relativistic_potential(Z, occupations):
    """Spin-free Dirac LDA, spherical and spin-restricted."""
    V = -(1 + (Z - 1) / (1 + 0.7 * r * Z ** (1 / 3)) ** 2) / r
    for iteration in range(400):
        n = np.zeros_like(r)
        for l, filling in occupations.items():
            b = BASIS[l]
            _, vectors = solve(b, V, W_spin_free(b, V))
            size = len(b["S"])
            for k, electrons in enumerate(filling):
                A, B = vectors[:size, k], vectors[size:, k]
                angular = (B @ b["g"]) / r
                radial = B @ b["dg"] - angular
                small = radial**2 + l * (l + 1) * angular**2
                n += electrons * ((A @ b["g"]) ** 2 + small / (4 * c**2))
        inside = cumulative_trapezoid(n * r, dx=STEP, initial=0)
        outside = cumulative_trapezoid(n, dx=STEP, initial=0)
        density = np.maximum(n / (4 * np.pi * r**2), 1e-30)
        v_xc = libxc.eval_xc("lda,vwn", density, spin=0, deriv=1)[1][0]
        V_new = (-Z + inside) / r + outside[-1] - outside + v_xc
        change = np.max(np.abs(r * (V_new - V)))
        if change < 1e-6:
            break
        V = V + 0.3 * (V_new - V)
    assert change < 1e-6, change
    assert abs(inside[-1] - Z) < 1e-5
    return V


def valence_p(V, index, strength, kappa, b=None):
    """p energy and vector with the spin-orbit part scaled by strength."""
    b = BASIS[1] if b is None else b
    W0 = W_spin_free(b, V)
    W = W0 + strength * (W_dirac(b, V, kappa) - W0)
    energy, vectors = solve(b, V, W)
    return energy[index], vectors[:, index]


def mean_offset(V, index, strength):
    """Scalar energy minus weighted mean of the two Dirac energies."""
    scalar = valence_p(V, index, 0.0, 1)[0]
    low = valence_p(V, index, strength, 1)[0]
    high = valence_p(V, index, strength, -2)[0]
    return scalar - (2 * low + 4 * high) / 6


ATOMS = {
    "Tl": dict(Z=81, p_electrons=1, rough=0.97,
               occ={0: [2] * 6, 1: [6] * 4 + [1], 2: [10] * 3, 3: [14]}),
    "I": dict(Z=53, p_electrons=5, rough=0.94,
              occ={0: [2] * 5, 1: [6] * 3 + [5], 2: [10] * 2}),
}

for name, atom in ATOMS.items():
    assert sum(map(sum, atom["occ"].values())) == atom["Z"]
    V = scalar_relativistic_potential(atom["Z"], atom["occ"])
    index = len(atom["occ"][1]) - 1
    b = BASIS[1]
    W0 = W_spin_free(b, V)
    slope = np.gradient(V, STEP) / r
    scalar, vector = valence_p(V, index, 0.0, 1)
    B = vector[len(b["S"]):]
    first = {}
    for kappa in (1, -2):
        difference = W_dirac(b, V, kappa) - W0
        force = -(kappa + 1) * overlap(b["g"], b["g"], slope / r)
        error = np.linalg.norm(difference - force) / np.linalg.norm(force)
        assert error < 1e-3, error
        first[kappa] = B @ difference @ B / (4 * c**2)
        plus = valence_p(V, index, 0.05, kappa)[0]
        minus = valence_p(V, index, -0.05, kappa)[0]
        assert abs((plus - minus) / 0.1 / first[kappa] - 1) < 0.02
    assert abs(2 * first[1] + 4 * first[-2]) < 1e-3 * abs(first[1])
    low = valence_p(V, index, 1.0, 1)[0]
    high = valence_p(V, index, 1.0, -2)[0]
    split = (high - low) * EV
    # local-density orbital energies only approximate the measured levels
    assert abs(split / atom["rough"] - 1) < 0.20, (name, split)
    other = radial_basis(1, ratio=1.9, count=34, smallest=0.012)
    split_other = (valence_p(V, index, 1.0, -2, other)[0]
                   - valence_p(V, index, 1.0, 1, other)[0]) * EV
    assert abs(split_other / split - 1) < 0.01
    fraction = shell[atom["p_electrons"]][2]
    atom.update(scalar=scalar * EV, low=low * EV, high=high * EV,
                split=split, first=(first[-2] - first[1]) * EV,
                offset=mean_offset(V, index, 1.0) * EV,
                computed=fraction * split, fraction=fraction,
                lowering=fraction * atom["rough"])
    if name == "Tl":
        # a first-order remainder would give 2; third order moves it from 4
        offset_ratio = (mean_offset(V, index, 0.2)
                        / mean_offset(V, index, 0.1))
        assert 3.2 < offset_ratio < 4.9, offset_ratio

# ---------- printed numbers ----------
for electrons in (1, 5):
    values, counts, fraction = shell[electrons]
    print(f"p{electrons} levels / zeta: {values[0]:.3f} (x{counts[0]}), "
          f"{values[1]:.3f} (x{counts[1]})")
    print(f"p{electrons} lowering / splitting: {fraction:.4f}")
print(f"Hydrogenic Z=81 2p splitting, solver: {split_numeric:.3f} hartree")
print(f"Hydrogenic Z=81 2p splitting, exact: {split_exact:.3f} hartree")
for name, atom in ATOMS.items():
    f = atom["fraction"]
    print(f"{name} rough measured splitting (input): {atom['rough']:.2f} eV")
    print(f"{name} lowering from rough splitting: {atom['lowering']:.3f} eV")
    print(f"{name} range from input rounding: {f*(atom['rough']-0.005):.3f}"
          f" to {f*(atom['rough']+0.005):.3f} eV")
    print(f"{name} same lowering: {atom['lowering']*KJ_PER_EV:.0f} kJ/mol")
    print(f"{name} LDA scalar valence p energy: {atom['scalar']:.3f} eV")
    print(f"{name} LDA Dirac p1/2 energy: {atom['low']:.3f} eV")
    print(f"{name} LDA Dirac p3/2 energy: {atom['high']:.3f} eV")
    print(f"{name} LDA full splitting: {atom['split']:.3f} eV")
    print(f"{name} LDA first-order splitting: {atom['first']:.3f} eV")
    print(f"{name} LDA scalar minus weighted mean: {atom['offset']:.3f} eV")
    print(f"{name} lowering from LDA splitting: {atom['computed']:.3f} eV")
print(f"Tl offset ratio, spin-orbit scaled 0.2 vs 0.1: {offset_ratio:.2f}")
total = sum(atom["lowering"] for atom in ATOMS.values())
total_lda = sum(atom["computed"] for atom in ATOMS.values())
print(f"Tl + I total lowering, rough splittings: {total:.2f} eV")
print(f"Tl + I total lowering, LDA splittings: {total_lda:.2f} eV")
print(f"p2 model term energies 3P, 1D, 1S: {term_3P:.1f}, {term_1D:.1f}, "
      f"{term_1S:.1f} eV")
print(f"p2 model zeta: {zeta_model:.2f} eV")
print(f"p2 levels J=0, 1, 2 from 3P: {p2[0]:.3f}, {p2[1]:.3f}, "
      f"{p2[4]:.3f} eV")
print(f"p2 weighted mean of these levels: {p2_mean:.3f} eV")
print(f"p2 lowering by weighted levels: {p2_recipe:.3f} eV")
print(f"p2 true lowering below 3P term: {p2_true:.3f} eV")
print("done: every assertion held")
```

Printed output:

```
p1 levels / zeta: -1.000 (x2), 0.500 (x4)
p1 lowering / splitting: 0.6667
p5 levels / zeta: -0.500 (x4), 1.000 (x2)
p5 lowering / splitting: 0.3333
Hydrogenic Z=81 2p splitting, solver: 92.129 hartree
Hydrogenic Z=81 2p splitting, exact: 92.133 hartree
Tl rough measured splitting (input): 0.97 eV
Tl lowering from rough splitting: 0.647 eV
Tl range from input rounding: 0.643 to 0.650 eV
Tl same lowering: 62 kJ/mol
Tl LDA scalar valence p energy: -2.594 eV
Tl LDA Dirac p1/2 energy: -3.386 eV
Tl LDA Dirac p3/2 energy: -2.302 eV
Tl LDA full splitting: 1.084 eV
Tl LDA first-order splitting: 0.962 eV
Tl LDA scalar minus weighted mean: 0.069 eV
Tl lowering from LDA splitting: 0.723 eV
I rough measured splitting (input): 0.94 eV
I lowering from rough splitting: 0.313 eV
I range from input rounding: 0.312 to 0.315 eV
I same lowering: 30 kJ/mol
I LDA scalar valence p energy: -7.242 eV
I LDA Dirac p1/2 energy: -7.953 eV
I LDA Dirac p3/2 energy: -6.919 eV
I LDA full splitting: 1.033 eV
I LDA first-order splitting: 0.998 eV
I LDA scalar minus weighted mean: 0.022 eV
I lowering from LDA splitting: 0.344 eV
Tl offset ratio, spin-orbit scaled 0.2 vs 0.1: 4.04
Tl + I total lowering, rough splittings: 0.96 eV
Tl + I total lowering, LDA splittings: 1.07 eV
p2 model term energies 3P, 1D, 1S: 0.0, 1.0, 2.5 eV
p2 model zeta: 0.50 eV
p2 levels J=0, 1, 2 from 3P: -0.658, -0.250, 0.110 eV
p2 weighted mean of these levels: -0.096 eV
p2 lowering by weighted levels: 0.563 eV
p2 true lowering below 3P term: 0.658 eV
done: every assertion held
```
